# Etching time through an exponential boron profile in silicon: verification in Python

```python
"""Time to etch a silicon film whose boron concentration rises exponentially.

Result under test, for Cs < C0 < Cp:
    T = (L/R0) * ( ln(C0/Cs) + ((Cp/C0)**4 - 1)/4 )
z  : depth below the original open face (um);  t : time (min)
C  : boron concentration Cs*exp(z/L) (cm^-3), equal to Cp at the buried oxide
L  : length over which C grows by a factor e (um)
R0 : etch rate of lightly doped silicon (um/min)
C0 : threshold; the rate is R0 below it and R0*(C0/C)**4 above it
The time is computed from the front equation dz/dt = R and from the integral
of 1/R, and compared with the closed formulas. Neglected effects are sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Rough typical values: (100) silicon in hot aqueous potassium hydroxide
R0, L = 1.0, 0.25
C0, Cs, Cp = 3.0e19, 1.0e17, 1.5e20
temperature = 353.0


def rate(conc, threshold=C0):
    return R0 if conc <= threshold else R0 * (threshold / conc) ** 4


def thickness(c_start, c_end):
    return L * np.log(c_end / c_start)


def time_by_quadrature(c_start, c_end, threshold=C0, z_from=0.0):
    value, _ = quad(lambda z: 1 / rate(c_start * np.exp(z / L), threshold),
                    z_from, thickness(c_start, c_end),
                    epsabs=0, epsrel=1e-10, limit=500)
    return value


def time_by_front_motion(c_start, c_end):
    end = thickness(c_start, c_end)

    def reached(t, z):
        return z[0] - end
    reached.terminal = True
    sol = solve_ivp(lambda t, z: [rate(c_start * np.exp(z[0] / L))],
                    (0, 1e4), [0.0], events=reached, rtol=1e-9, atol=1e-11,
                    method="DOP853")
    return sol.t_events[0][0]


def depth_by_front_motion(t_end):
    sol = solve_ivp(lambda t, z: [rate(Cs * np.exp(z[0] / L))],
                    (0, t_end), [0.0], rtol=1e-9, atol=1e-11, method="DOP853")
    return sol.y[0, -1]


def time_formula(c_start, c_end, threshold=C0):
    fast = np.log(min(c_end, threshold) / min(c_start, threshold))
    slow = (max(c_end, threshold) ** 4 - max(c_start, threshold) ** 4)
    return L / R0 * (fast + slow / (4 * threshold ** 4))


# Main result, and the general formula on all orderings of the concentrations
d = thickness(Cs, Cp)
z0 = L * np.log(C0 / Cs)
t0 = z0 / R0
ratio4 = (Cp / C0) ** 4
T = L / R0 * (np.log(C0 / Cs) + (ratio4 - 1) / 4)
for pair in [(Cs, Cp), (Cs, 0.5 * C0), (1.5 * C0, Cp)]:
    expected = time_formula(*pair)
    assert abs(time_by_quadrature(*pair) / expected - 1) < 1e-7
    assert abs(time_by_front_motion(*pair) / expected - 1) < 1e-5
assert abs(time_by_quadrature(Cs, Cp) / T - 1) < 1e-7


# Logarithmic advance of the front beyond the threshold
def depth_formula(t):
    return R0 * t if t <= t0 else z0 + L / 4 * np.log(1 + 4 * R0 * (t - t0) / L)


for t in [0.5 * t0, 1.1 * t0, 0.2 * T, 0.5 * T, 0.95 * T]:
    assert abs(depth_by_front_motion(t) - depth_formula(t)) < 1e-6
left_half_time = d - depth_formula(T / 2)

# Equivalent slab and share of the last quarter of L
Rp = rate(Cp)
slab_time = L / (4 * Rp)
assert abs(time_by_quadrature(Cs, Cp, z_from=z0)
           / (L / 4 * (1 / Rp - 1 / R0)) - 1) < 1e-7
last_part = slab_time * (1 - np.exp(-1))
assert abs(time_by_quadrature(Cs, Cp, z_from=d - L / 4) / last_part - 1) < 1e-7

# Wrong estimate: thickness divided by the depth-averaged rate
mean_rate = quad(lambda z: rate(Cs * np.exp(z / L)), 0, d, limit=500)[0] / d
wrong_time = d / mean_rate
assert wrong_time < 0.5 * T

# Sensitivities against finite differences of the quadrature
sens_C0 = -4 * (T - t0) / T
sens_Cp = L / R0 * ratio4 / T
h = 1e-3
fd_C0 = (np.log(time_by_quadrature(Cs, Cp, C0 * np.exp(h)))
         - np.log(time_by_quadrature(Cs, Cp, C0 * np.exp(-h)))) / (2 * h)
fd_Cp = (np.log(time_by_quadrature(Cs, Cp * np.exp(h)))
         - np.log(time_by_quadrature(Cs, Cp * np.exp(-h)))) / (2 * h)
assert abs(fd_C0 - sens_C0) < 1e-4 and abs(fd_Cp - sens_Cp) < 1e-4

# Levelling of a step of extra undoped silicon
step = 1.0
step_left = -L / 4 * np.log(1 - 4 * step / (L * ratio4))
assert T - step / R0 > t0
assert abs(d - depth_by_front_motion(T - step / R0) - step_left) < 1e-6


# Rounded threshold with the same high-concentration limit
def rounded_time(a):
    return quad(lambda z: (1 + (Cs * np.exp(z / L) / C0) ** a) ** (4 / a) / R0,
                0, d, epsabs=0, epsrel=1e-10, limit=500)[0]


rounded4 = d / R0 + L / (4 * R0) * (Cp ** 4 - Cs ** 4) / C0 ** 4
assert abs(rounded_time(4) / rounded4 - 1) < 1e-8

# Lower threshold, flat top of the profile, temperature
T_low_C0 = time_formula(Cs, Cp, 0.9 * C0)
assert abs(time_by_quadrature(Cs, Cp, 0.9 * C0) / T_low_C0 - 1) < 1e-7
flat = 0.010
flat_extra = flat / Rp
activation = 0.6                       # eV, rough
kT = const.k * temperature / const.e   # eV
faster_1K = np.exp(activation / kT * (1 - temperature / (temperature + 1))) - 1

# Degenerate holes: electron density proportional to exp(-eta), rigid gap
hole_mass = 1.1                        # density-of-states mass, rough
Nv = 2 * (2 * np.pi * hole_mass * const.m_e * const.k * temperature
          / const.h ** 2) ** 1.5 * 1e-6


def hole_density(eta):
    top = np.sqrt(max(eta, 0) + 40)
    value = quad(lambda s: 2 * s * s / (1 + np.exp(s * s - eta)), 0, top,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return Nv * 2 / np.sqrt(np.pi) * value


def reduced_level(conc):
    return brentq(lambda eta: np.log(hole_density(eta) / conc), -40, 40)


def slow_time_degenerate(threshold, peak):
    eta = np.linspace(reduced_level(threshold), reduced_level(peak), 401)
    log_c = np.log([hole_density(x) for x in eta])
    inverse_rate = np.exp(4 * (eta - eta[0])) / R0
    return L * np.sum((inverse_rate[1:] + inverse_rate[:-1]) / 2
                      * np.diff(log_c))


dilute = slow_time_degenerate(1e-6 * C0, 1e-6 * Cp)
assert abs(dilute / (T - t0) - 1) < 1e-3
T_degenerate = t0 + slow_time_degenerate(C0, Cp)
eta_0, eta_p = reduced_level(C0), reduced_level(Cp)
gap_needed = kT * (eta_p - eta_0 - np.log(Cp / C0))
electron_ratio = np.exp(-(eta_p - eta_0) + gap_needed / kT)
assert abs(electron_ratio * Cp / C0 - 1) < 1e-8
assert T_degenerate > T

# Surface depletion layer and hole tunnelling through it
bending, eps_r, tunnel_mass = 0.5, 11.7, 0.2   # V, -, electron masses; rough


def depletion(conc):
    charge = const.e * conc * 1e6
    eps = eps_r * const.epsilon_0
    width = np.sqrt(2 * eps * bending / charge)
    field = 2 * bending / width
    drop = quad(lambda x: charge * (width - x) / eps, 0, width)[0]
    assert abs(drop / bending - 1) < 1e-8
    mass = tunnel_mass * const.m_e
    exponent = width * np.sqrt(2 * mass * const.e * bending) / const.hbar
    # u = x/width; barrier energy = e*charge*(width-x)**2/(2*eps)
    direct = quad(lambda u: 2 * width / const.hbar * np.sqrt(
        2 * mass * const.e * charge * (width * (1 - u)) ** 2 / (2 * eps)),
        0, 1)[0]
    assert abs(direct / exponent - 1) < 1e-7
    return width * 1e9, field * 1e-8, np.exp(-exponent)


layer_C0, layer_Cp = depletion(C0), depletion(Cp)

print(f"undoped etch rate R0: {R0:.2f} um/min")
print(f"growth length L: {L:.3f} um")
print(f"threshold C0: {C0:.2e} cm^-3")
print(f"open-face concentration Cs: {Cs:.2e} cm^-3")
print(f"peak concentration Cp: {Cp:.2e} cm^-3")
print(f"film thickness d: {d:.4f} um")
print(f"threshold depth z0: {z0:.4f} um")
print(f"thickness above threshold d-z0: {d - z0:.4f} um")
print(f"(Cp/C0)^4: {ratio4:.1f}")
print(f"time to threshold t0: {t0:.3f} min")
print(f"time above threshold T-t0: {T - t0:.3f} min")
print(f"total time T, formula: {T:.3f} min = {T / 60:.3f} h")
print(f"total time, quadrature: {time_by_quadrature(Cs, Cp):.3f} min")
print(f"total time, front motion: {time_by_front_motion(Cs, Cp):.3f} min")
print(f"rate at peak Rp: {Rp:.5f} um/min")
print(f"equivalent slab time L/(4Rp): {slab_time:.3f} min")
print(f"time for the last L/4: {last_part:.3f} min")
print(f"share of T in the last L/4: {100 * last_part / T:.1f} %")
print(f"film left at T/2: {1000 * left_half_time:.1f} nm")
print(f"depth-averaged rate: {mean_rate:.4f} um/min")
print(f"wrong time from averaged rate: {wrong_time:.3f} min")
print(f"dlnT/dlnC0: {sens_C0:.3f}")
print(f"dlnT/dlnCp: {sens_Cp:.3f}")
print(f"initial undoped step: {step:.2f} um")
print(f"film left under the step at T: {1000 * step_left:.2f} nm")
for a in (4, 2, 1):
    print(f"T, rounded threshold a={a}: {rounded_time(a):.2f} min")
print(f"T with C0 lower by 10 %: {T_low_C0:.2f} min")
print(f"flat top of profile: {1000 * flat:.0f} nm")
print(f"extra time for flat top: {flat_extra:.2f} min")
print(f"bath temperature: {temperature:.0f} K")
print(f"activation energy (rough): {activation:.2f} eV")
print(f"rate gain for 1 K warmer bath: {100 * faster_1K:.1f} %")
print(f"hole density-of-states mass (rough): {hole_mass:.2f} m_e")
print(f"valence-band density Nv: {Nv:.2e} cm^-3")
print(f"hole level eta at C0, Cp: {eta_0:.3f}, {eta_p:.3f} (units of kT)")
print(f"T, electron density^4, rigid gap: {T_degenerate:.0f} min")
print(f"gap narrowing growth to cancel: {1000 * gap_needed:.1f} meV")
print(f"surface band bending (rough): {bending:.2f} V")
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"tunnelling mass (rough): {tunnel_mass:.2f} m_e")
for name, layer in (("C0", layer_C0), ("Cp", layer_Cp)):
    change = 100 * (1 - np.exp(-4 * layer[0] / (1000 * L)))
    print(f"depletion width at {name}: {layer[0]:.2f} nm")
    print(f"peak field at {name}: {layer[1]:.2f} MV/cm")
    print(f"rate fall across that width at {name}: {change:.1f} %")
    print(f"WKB hole transmission at {name}: {layer[2]:.1e}")
print("done: every assertion held")
```

Running it gives:

```
undoped etch rate R0: 1.00 um/min
growth length L: 0.250 um
threshold C0: 3.00e+19 cm^-3
open-face concentration Cs: 1.00e+17 cm^-3
peak concentration Cp: 1.50e+20 cm^-3
film thickness d: 1.8283 um
threshold depth z0: 1.4259 um
thickness above threshold d-z0: 0.4024 um
(Cp/C0)^4: 625.0
time to threshold t0: 1.426 min
time above threshold T-t0: 39.000 min
total time T, formula: 40.426 min = 0.674 h
total time, quadrature: 40.426 min
total time, front motion: 40.426 min
rate at peak Rp: 0.00160 um/min
equivalent slab time L/(4Rp): 39.062 min
time for the last L/4: 24.692 min
share of T in the last L/4: 61.1 %
film left at T/2: 45.5 nm
depth-averaged rate: 0.8141 um/min
wrong time from averaged rate: 2.246 min
dlnT/dlnC0: -3.859
dlnT/dlnCp: 3.865
initial undoped step: 1.00 um
film left under the step at T: 1.62 nm
T, rounded threshold a=4: 40.89 min
T, rounded threshold a=2: 47.14 min
T, rounded threshold a=1: 106.30 min
T with C0 lower by 10 %: 60.87 min
flat top of profile: 10 nm
extra time for flat top: 6.25 min
bath temperature: 353 K
activation energy (rough): 0.60 eV
rate gain for 1 K warmer bath: 5.7 %
hole density-of-states mass (rough): 1.10 m_e
valence-band density Nv: 3.70e+19 cm^-3
hole level eta at C0, Cp: 0.075, 2.763 (units of kT)
T, electron density^4, rigid gap: 1349 min
gap narrowing growth to cancel: 32.8 meV
surface band bending (rough): 0.50 V
relative permittivity (rough): 11.7
tunnelling mass (rough): 0.20 m_e
depletion width at C0: 4.64 nm
peak field at C0: 2.15 MV/cm
rate fall across that width at C0: 7.2 %
WKB hole transmission at C0: 5.4e-04
depletion width at Cp: 2.08 nm
peak field at Cp: 4.82 MV/cm
rate fall across that width at Cp: 3.3 %
WKB hole transmission at Cp: 3.5e-02
done: every assertion held
```
